Equal Average Polarization Does Not Guarantee Equal Ferroelectric Transistor Current

Two ferroelectric transistors can have the same layers, the same gate voltage and the same area-averaged polarization, and still carry very different subthreshold currents. Let half the gate area have net polarization +P and the other half −P. If the two grains lie side by side across the channel width, the current follows the arithmetic mean of the local electron densities N₊ and N₋. If they lie one after the other between source and drain, it follows the harmonic mean. For long grains the ratio is

I_par/I_ser = (N₊ + N₋)²/(4N₊N₋) = cosh²[½ ln(N₊/N₋)].

In the example below the average polarization is zero in both devices, and this ratio is about 6100.

**The belief and its appeal**

The belief is that the channel responds to the total polarization charge above it, so that a half-switched ferroelectric acts as a uniform one with half-way polarization. Part of this is right. Below threshold the mobile charge is too small to affect the electrostatics, and Poisson's equation is linear. The area average then does fix the mean potential and the mean gate charge.

To see this, let z run from the gate down to the back plane and x along the direction in which P varies. In atomic units (e = 1, 4πε₀ = 1) the displacement is D = −κ∇ψ/4π + P, with P along z, and without free charge ∇·D = 0. Average this over x. The permittivity κ depends on z alone, and no lateral flux leaves through the outer sides, so the lateral term drops out:

d/dz(κ dψ̄/dz) = 4π dP̄/dz.

The mean potential ψ̄ obeys the equation of a uniform device with the mean polarization P̄. The mean displacement at the gate, and with it the mean gate charge, follows. A measurement of gate charge therefore cannot tell the two arrangements apart in this model. The error comes in the next step, from mean potential to current, because electron density is exponential in the local potential.

**The potential under one grain**

The channel is an undoped, fully depleted silicon film. From top to bottom the stack is gate, ferroelectric (F), interlayer oxide (I), silicon film (S), buried oxide (B) and back plane. Potentials are measured from midgap at the source Fermi level, the gate voltage V_G is counted from its midgap flat-band value, and the back plane is held at zero on the corresponding scale. P is positive when it points towards the channel.

Far from a grain boundary the fields are vertical and D is the same in every layer. In the ferroelectric D = κ_F E_F/4π + P, so

E_F = 4π(D − P)/κ_F, and in the interlayer E_I = 4πD/κ_I.

The drop from the gate to the top surface of the film, at potential ψ, is

V_G − ψ = E_F t_F + E_I t_I = D/C_g − s,

1/C_g = 4π(t_F/κ_F + t_I/κ_I), s = 4πP t_F/κ_F.

Below that surface,

ψ = D/C_b, 1/C_b = 4π(t_S/κ_S + t_B/κ_B).

Inserting D = C_bψ into the gate equation gives V_G + s = ψ(1 + C_b/C_g), hence

ψ₊ = (V_G + s)/m, ψ₋ = (V_G − s)/m, m = 1 + C_b/C_g.

The second result follows by reversing P. A grain thus acts as a shift of the gate voltage, and the curves of the two uniform states lie 2s apart.

**The electron density**

Let φ be the electron quasi-Fermi voltage, zero at the source and V_D at the drain, and take it as constant through the film thickness. With Boltzmann statistics and τ = kT, the volume density is n_i exp[(ψ_local − φ)/τ]. Inside the film the potential falls linearly with the depth z measured from its top surface: ψ_local = ψ(1 − rz/t_S), where

r = (t_S/κ_S)/(t_S/κ_S + t_B/κ_B).

The sheet density is therefore N e^(−φ/τ), with

N = n_i ∫₀^t_S exp[ψ(1 − rz/t_S)/τ] dz = n_i t_S e^(ψ/τ)(1 − e^(−u))/u, u = rψ/τ.

The last factor accounts for the lower potential deeper in the film. N is the sheet density that the grain would have with φ = 0.

**Grains in series**

For channel width W and mobility μ, equal under both grains, the current is

I = WμN(x)e^(−φ/τ) dφ/dx.

This is nonlinear in φ. Define v = e^(−φ/τ). Then dv/dx = −(v/τ)dφ/dx, so v dφ/dx = −τ dv/dx and

I = −WμτN(x) dv/dx.

I is the same at every x. Divide by N(x) and integrate from v = 1 at the source to v = e^(−V_D/τ) at the drain:

I ∫₀^L dx/N(x) = Wμτ(1 − e^(−V_D/τ)).

Each grain is a nonlinear element in terms of voltage, yet their values of 1/N add at any drain bias, provided that the drain does not alter N(x). For two halves of length L/2,

∫₀^L dx/N = (L/2)(1/N₊ + 1/N₋) = L(N₊ + N₋)/(2N₊N₋).

With the abbreviation G = (W/L)μτ(1 − e^(−V_D/τ)) this gives

I_ser = G · 2N₊N₋/(N₊ + N₋).

When N₋ ≪ N₊, this tends to 2GN₋. The −P grain blocks the current, and the factor 2 appears because it occupies half the length.

**Grains in parallel**

Now each grain is a strip of width W/2 running from source to drain. N is constant along a strip, so v falls linearly with x whatever the value of N. Both strips have the same v, hence the same φ, at each x. There is no gradient of φ across the width to drive a cross-current, and the strip currents add:

I_par = G(N₊ + N₋)/2.

When N₋ ≪ N₊ this tends to GN₊/2, since half the width conducts.

**The ratio**

Dividing the two currents gives (N₊ + N₋)²/(4N₊N₋). Set Λ = ½ ln(N₊/N₋), so that N₊ = √(N₊N₋)e^Λ and N₋ = √(N₊N₋)e^(−Λ). Then

(N₊ + N₋)/(2√(N₊N₋)) = (e^Λ + e^(−Λ))/2 = cosh Λ,

and the square of this is the ratio. Multiplying the currents instead gives I_par I_ser = I₊I₋, where I₊ = GN₊ and I₋ = GN₋ belong to the uniform devices. The parallel device lies above the geometric mean of the uniform currents by cosh Λ, and the series device lies below it by the same factor.

For Λ ≪ 1 the ratio is 1 + Λ² to leading order, and the averaging belief is a fair approximation. For Λ ≫ 1 it is e^(2Λ)/4 = N₊/(4N₋). If the potential drop inside the film is neglected, N₊/N₋ = e^((ψ₊ − ψ₋)/τ) and Λ = s/(mτ). For long grains in these two arrangements, averaging thus needs a polarization shift s small compared with mτ, which is close to the thermal energy here.

**A number**

Take a hafnia ferroelectric of 10 nm (κ = 30), an oxide of 1 nm (3.9), a silicon film of 7 nm (11.7) and a buried oxide of 20 nm (3.9). Each grain is 60 nm across in a channel 120 nm long and wide. The net polarization is ±0.4 μC/cm², the temperature 300 K, V_G = 0.28 V and V_D = 0.05 V. The midgap density is 10¹⁰ cm⁻³ and the mobility 200 cm²/Vs.

The ratios t/κ are 0.333, 0.256, 0.598 and 5.128 nm, so

m = 1 + (0.333 + 0.256)/(0.598 + 5.128) = 1.103, r = 0.598/5.726 = 0.104.

The shift is s = 0.1506 V, and the surface potentials are

ψ₊ = (0.2800 + 0.1506)/1.103 = 0.390 V, ψ₋ = (0.2800 − 0.1506)/1.103 = 0.117 V.

Their mean, 0.254 V, is the potential of a uniform device with P = 0, as the averaging argument requires. The densities are N₊ = 1.27 × 10¹⁰ cm⁻² and N₋ = 5.2 × 10⁵ cm⁻². The currents are:

- uniform +P: 9.0 × 10⁻⁹ A
- uniform −P: 3.7 × 10⁻¹³ A
- uniform P = 0: 5.7 × 10⁻¹¹ A
- grains in parallel: 4.5 × 10⁻⁹ A
- grains in series: 7.4 × 10⁻¹³ A

The last three have the same average polarization. The parallel current is 79 times the uniform P = 0 current, and the series current is 77 times smaller than it. The ratio of the two is 6100, which agrees with N₊/(4N₋). The simpler form cosh²(s/mτ) gives about 9700. It is too large because the factor (1 − e^(−u))/u is 0.50 under the +P grain and 0.80 under the −P grain, which lowers N₊/N₋.

**What a threshold reading would say**

Define threshold as the gate voltage at which the current reaches 1 nA. The uniform +P and −P devices then have thresholds of 0.215 V and 0.516 V. The swing S near this current is 68.5 mV per decade in this model, which has no interface traps.

In the parallel device the +P strip has half the width, so N₊ must be twice as large. This costs S log₁₀ 2 = 21 mV and puts the threshold at 0.235 V. In the series device the −P grain has half the length, so N₋ need be only half as large, and the threshold is 21 mV below the uniform −P value, at 0.495 V. In this local model, which leaves out lateral smoothing and contact fields, one device reads as nearly fully programmed and the other as nearly fully erased.

At the series threshold the mobile charge under the +P grain is no longer negligible. Including the screening of each grain by its own mobile charge, with the harmonic mean retained, moves the result by about 0.1 mV. The −P grain limits the current in either case.

**When the belief becomes nearly true**

The formula assumes an abrupt change of N at the grain boundary. In fact the potential is smoothed there. Take two grains of width g with no lateral field at the outer sides. Each outer side then acts as a mirror, and the mirrors continue the pair as alternating stripes of width 2g. The slowest lateral variation has period 4g and wave number k = π/(2g). Laplace's equation in a layer gives d²ψ_k/dz² = k²ψ_k, so the variation changes with depth through exponentials of length 2g/π. For g = 5 nm this length is 3.2 nm, less than half the thickness of the silicon film. For g = 60 nm it is 38 nm.

For any smooth profile N(x), the derivations above give

I_par/I_ser = ⟨N⟩⟨1/N⟩,

where the brackets denote the average over x. By the Cauchy–Schwarz inequality this is at least 1, with equality only for uniform N. If N is proportional to e^(δ/τ), with a small δ of zero mean, then ⟨e^(±δ/τ)⟩ ≈ 1 + ⟨δ²⟩/2τ², and the ratio is 1 + ⟨δ²⟩/τ² to leading order.

A two-dimensional solution of Poisson's equation for the same stack, with mirror boundaries at the outer sides, gives these ratios:

- 5 nm grains: 1.12
- 10 nm grains: 3.6 (3.65 on the 0.5 nm grid of the output, 3.64 in the fine-grid limit)
- 20 nm grains: 98
- 30 nm grains: 560
- 60 nm grains: 2400

The same potential map serves both arrangements; only the direction of the current differs. The list takes φ as constant through the film thickness. Solving for the vertical current as well raises the ratio at 5 nm to 1.13 and changes the others by less than 1 %.

The list also assumes drift and diffusion. A mobility of 200 cm²/Vs corresponds to a mean free path of about 10 nm, so for the smallest grains the values show the effect of electrostatic smoothing and do not predict measured currents. Including the limited rate of thermal injection raises the ratio from 3.6 to about 5 or 6 at 10 nm, and from 2400 to between about 2600 and 2800 at 60 nm. The lower values come from a relaxation-time Boltzmann equation, and the higher ones from a simple ballistic resistance added at the top of the barrier. At 5 nm the leading-order formula implies a root-mean-square δ of about a third of kT. The potential at the top surface of the film varies about twice as much, because the variation weakens with depth. Averaging nearly works: the parallel current is 7 % above that of the uniform P = 0 device, and the series current, with vertical flow included, is about 5 % below it. At 60 nm smoothing still matters: it lowers the parallel current to 2.9 × 10⁻⁹ A and raises the series current to 1.2 × 10⁻¹² A, which reduces the ratio from 6100 to 2400.

**Beside a real device**

The layers are roughly those of a hafnia transistor on thin silicon-on-insulator. Two choices are far from typical. Hafnia films have remanent polarizations of roughly 10 to 20 μC/cm²; the value of 0.4 μC/cm² stands for what is left after trapped charge has compensated most of it, in a worn device whose window has closed to 0.3 V. Grains are often nearer 10 to 30 nm than 60 nm. This difference also has a large effect: by the list above, a channel of two such grains has a ratio between about 4 and 560, before contact fields and the finite mean free path are counted. Deep inside a longer channel with many strictly alternating grains the smoothing is stronger. Mirror planes there run through the middle of each grain, so the means over one period have the ratio listed for half the grain size: about 1.12 for 10 nm grains and 3.6 for 20 nm grains. The grains at the ends of the channel are smoothed differently and can weigh heavily in the harmonic mean, so the ratio for the whole channel can differ from these values.

Interface traps are also left out, and a worn device may have many. Their charge acts as a capacitance in parallel with C_b and raises m. For a uniform trap density at the top surface of the film, neutral at midgap, the local ratio falls from 6100 to about 2500 at 10¹² cm⁻² eV⁻¹ and to about 40 at 10¹³ cm⁻² eV⁻¹. The numbers of the example therefore hold only for trap densities well below 10¹² cm⁻² eV⁻¹.

The following estimates are for the 60 nm example without traps. Adding the fields of source and drain to the Poisson solution gives a ratio of about 1800 or 1900, depending on which grain is next to the source; in that estimate the parallel strips are not smoothed across the width. Smoothing them as well lowers the ratio to about 1100 or 1200. The remaining corrections are each applied to the local value of 6100. At 358 K it falls to about 1200, because Λ varies nearly as 1/T. Quantum confinement in the film gives 5700. Mobile charge lowers N₊ by 4 % if it is placed at the film surface, and by 5 % if it is spread through the film. A rough leakage floor of 1 pA per μm of width, or 0.12 pA here, gives 5300. For an electron at the band edge of the +P grain, tunnelling through the −P grain has an exponent of 140, against 10.6 for thermal activation over it. Far from a grain boundary the largest fields, 0.16 MV/cm in the ferroelectric and 0.18 MV/cm in the interlayer, are well below a coercive field of roughly 1 MV/cm and an oxide breakdown field of roughly 10 MV/cm. Near an abrupt boundary there is also a lateral field, about 0.2 MV/cm at a distance of 1 nm along the ferroelectric/oxide interface. It grows logarithmically closer in, which is a consequence of the idealized sharp step in P.

In a fresh device with a window of 1.2 V, read at the same N₊, the local formula gives a ratio above 10¹⁶ and a series current of 10⁻²⁵ A. Such a current has no practical meaning, and the formula is outside its range here: it puts the −P film at −0.70 V, beyond the valence band edge at about −0.56 V, where the neglected holes would limit the potential. With the same leakage floor the observable ratio is about 4 × 10⁴, set by leakage and not by the cosh² law.

Average polarization can therefore stand in for any pattern in a subthreshold current if the potential that the pattern produces in the film varies by much less than kT. When the variation is larger, a particular pattern may still happen to carry the current of the uniform device, but the average alone does not guarantee it. One must also know whether the low-density regions lie beside the current path or across it. Most of the values are in the numerical output below.

Computed results

```
Layers FE, oxide, Si, buried oxide (nm): 10.0 1.0 7.0 20.0
Relative permittivities, same order: 30.0 3.9 11.7 3.9
Net polarization: 0.4 uC/cm2; temperature: 300 K
Midgap density n_i: 1.0e+10 cm^-3; mobility: 200 cm2/Vs
Grain length: 60 nm; channel length = width: 120 nm
Gate voltage: 0.28 V; drain voltage: 0.05 V
Thermal energy kT: 0.02585 eV
Gate-voltage shift s: 0.1506 V; window 2s: 0.3012 V
Body factor m: 1.1030; film drop fraction r: 0.1045
Surface potential, +P: 0.3904 V; -P: 0.1173 V
Surface potential, P=0: 0.2539 V
Sheet density N+: 1.273e+10 cm^-2; N-: 5.215e+05 cm^-2
Current, uniform +P: 9.021e-09 A
Current, uniform -P: 3.695e-13 A
Current, uniform P=0: 5.705e-11 A
Current, grains in parallel: 4.511e-09 A
Current, grains in series: 7.390e-13 A
Ratio parallel/series, local model: 6103
Ratio from Kirchhoff network: 6103
Ratio from cosh^2(s/(m kT)): 9662
Largest drift-diffusion deviation, 0.05 and 0.5 V: 6.8e-05
Threshold criterion: 1e-09 A; swing S: 68.46 mV/decade
Threshold, uniform +P: 0.2147 V; uniform -P: 0.5158 V
Threshold, parallel: 0.2353 V; series: 0.4952 V
Series threshold with mobile charge: 0.4953 V
Map: parallel 2.860e-09 A; series 1.176e-12 A
Map: ratio 2432; change on 1 nm grid 0.31 %
Map ratio for 5 nm grains: 1.119
Map ratio for 10 nm grains: 3.65
Map ratio for 20 nm grains: 98.45
Map ratio for 30 nm grains: 557.6
Map ratio for 60 nm grains: 2432
Contact potential above midgap: 0.56 V
Ratio with contact fields, +P at source: 1755
Ratio with contact fields, -P at source: 1872
  (parallel strips here without smoothing across the width)
Screened N+ / unscreened N+: 0.9571
Ratio with quantum confinement: 5742
Ratio at 358 K: 1174
Rough leakage floor: 1.20e-13 A
Ratio with leakage added: 5251
Tunnelling exponent through -P grain: 140.0
Thermal exponent over the same barrier: 10.6
Largest ferroelectric field: 0.157 MV/cm
Largest interlayer field: 0.175 MV/cm
Fresh device, window 1.2 V, same +P grain density:
  log10 of local ratio: 16.63
  series current: 1.1e-25 A; ratio with leakage: 3.76e+04
```
